\section*{Nonretarded Lifshitz Energy of Two Half-Spaces by Two Routes}

\section{The decision and the result it needs}

A slab calculation with a semilocal density functional gives no exchange-correlation attraction between two neutral surfaces once their densities have ceased to overlap, because that energy is then a sum of two separate parts; only electrostatic forces, if any, remain. The missing long-range tail has to be supplied. One choice is to sum $-C_6/r^6$ over pairs of atoms. Another, followed here, is to compute the dielectric function of each solid and obtain from the two functions one number, the Hamaker constant of the pair. For the model insulator treated below, a pair sum that takes its polarizability per volume directly from $\varepsilon-1$ overestimates the attraction by a factor of five.

Let body 1 fill $z<0$ and body 2 fill $z>d$, with vacuum between them. Gaussian units are used. The bodies are homogeneous and isotropic, with local dielectric functions $\varepsilon_i(iu)\ge 1$ at imaginary frequency. At zero temperature and with an instantaneous Coulomb interaction, the interaction energy per area $S$ is
\begin{equation}
\frac{E}{S}=\frac{\hbar}{2\pi}\int_0^\infty\! du\int\!\frac{d^2q}{(2\pi)^2}
\ln\!\left[1-g_1g_2e^{-2qd}\right],\qquad
g_i=\frac{\varepsilon_i-1}{\varepsilon_i+1}.
\label{main}
\end{equation}
Here $\mathbf q$ is the wavevector parallel to the surfaces. The Hamaker constant $A$ is defined by
\begin{equation}
\frac{E}{S}=-\frac{A}{12\pi d^2}.
\label{def}
\end{equation}
The force per area on body 2 along $+z$ is $-\partial(E/S)/\partial d=-A/(6\pi d^3)$, an attraction for $A>0$.

\section{First derivation: the RPA log-determinant}

\subsection{The correlation energy}

Scale the electron-electron interaction $v=e^2/|\mathbf r-\mathbf r'|$ by $\lambda$ from 0 to 1, holding the density fixed by an external potential. The derivative of the energy with respect to $\lambda$ contains the expectation value of $v$, hence the density fluctuations. Let $\chi_\lambda$ be the response of the number density to a potential energy. With excitation frequencies $\Omega_n$ and real transition densities $\rho_n$,
\begin{equation}
\chi_\lambda(\mathbf r,\mathbf r',iu)=-\frac{2}{\hbar}\sum_n\frac{\Omega_n}{\Omega_n^2+u^2}\rho_n(\mathbf r)\rho_n(\mathbf r').
\end{equation}
Since $\int_0^\infty du\,\Omega/(\Omega^2+u^2)=\pi/2$, the fluctuation $\langle\delta n\,\delta n'\rangle=\sum_n\rho_n\rho_n'$ equals $-(\hbar/\pi)\int_0^\infty du\,\chi_\lambda$. The pair energy carries a factor $1/2$. Subtracting its value at $\lambda=0$ removes exchange and the self-term, which leaves
\begin{equation}
E_c=-\frac{\hbar}{2\pi}\int_0^1\! d\lambda\int_0^\infty\! du\,
\mathrm{Tr}\{v[\chi_\lambda-\chi_0]\}.
\end{equation}

The RPA sets $\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda$, so $\chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$. By cyclicity of the trace,
\begin{equation}
\int_0^1 d\lambda\,\mathrm{Tr}\,v\chi_\lambda
=\int_0^1 d\lambda\,\mathrm{Tr}\,[(1-\lambda\chi_0v)^{-1}\chi_0v]
=-\mathrm{Tr}\ln(1-\chi_0v),
\end{equation}
and therefore
\begin{equation}
E_c=\frac{\hbar}{2\pi}\int_0^\infty du\,\mathrm{Tr}[\ln(1-\chi_0v)+\chi_0v].
\label{rpa}
\end{equation}

\subsection{Separating the interaction}

Assume that the orbitals of the two bodies do not overlap and that neither body changes the other's $\chi_0$. Exchange between them then vanishes. Assume also that neither body produces a static field at the other, so that there is no electrostatic interaction energy. What remains is the difference between (\ref{rpa}) for the pair and for the isolated bodies.

In block form $\chi_0=\mathrm{diag}(\chi_{01},\chi_{02})$. The trace of $\chi_0v$ contains only $\chi_{01}v_{11}$ and $\chi_{02}v_{22}$, so it cancels in the difference. For the logarithm, use $\mathrm{Tr}\ln=\ln\det$ and take the isolated-body factors out on the left:
\begin{equation}
1-\chi_0v=
\begin{pmatrix}1-\chi_{01}v_{11}&0\\0&1-\chi_{02}v_{22}\end{pmatrix}
\begin{pmatrix}1&-\chi_1v_{12}\\-\chi_2v_{21}&1\end{pmatrix},
\end{equation}
where $\chi_i=(1-\chi_{0i}v_{ii})^{-1}\chi_{0i}$ is the interacting response of body $i$ alone. Adding $\chi_1v_{12}$ times the second row of the last matrix to its first row leaves the determinant unchanged and makes the matrix triangular. Its determinant is $\det(1-\chi_1v_{12}\chi_2v_{21})$. Hence
\begin{equation}
E=\frac{\hbar}{2\pi}\int_0^\infty du\,\ln\det(1-\chi_1v_{12}\chi_2v_{21}).
\label{inter}
\end{equation}

\subsection{Planar surfaces}

For each $\mathbf q$ the Coulomb kernel obeys $(\partial_z^2-q^2)v=-4\pi e^2\delta(z-z')$. The decaying solution is $Ce^{-q|z-z'|}$. Its slope jumps by $-2qC=-4\pi e^2$, so $C=2\pi e^2/q$. For $z$ in body 1 and $z'$ in body 2,
\begin{equation}
v_{12}=\frac{2\pi e^2}{q}e^{-qd}f_1(z)f_2(z'),\qquad
f_1=e^{qz},\quad f_2=e^{-q(z'-d)}.
\end{equation}
This is a product, so the operator in (\ref{inter}) has rank one. An operator $|a\rangle\langle b|$ has the single possibly nonzero eigenvalue $\langle b|a\rangle$, which gives $\det(1-|a\rangle\langle b|)=1-\langle b|a\rangle$. Defining
\begin{equation}
g_i=-\frac{2\pi e^2}{q}\langle f_i|\chi_i|f_i\rangle,
\label{gdef}
\end{equation}
one finds the determinant $1-g_1g_2e^{-2qd}$; the two minus signs cancel in the product. The sum over $\mathbf q$ is $S\int d^2q/(2\pi)^2$, which gives the form of (\ref{main}).

To see what $g_1$ means, apply the potential energy $e^{qz}$ to body 1. The induced density $\chi_1f_1$ produces, outside the body, the potential energy $-g_1e^{-qz}$. Thus $g_1$ is the strength of the opposing image field.

\subsection{The local surface response}

In a local medium the polarization is $\mathbf P=-(\varepsilon-1)\nabla\phi/4\pi$, where $\phi$ is the total potential. The induced charge is $-\nabla\cdot\mathbf P$, so the model for $\chi_0$ is
\begin{equation}
e^2\chi_0\phi=\nabla\cdot\left[\frac{\varepsilon-1}{4\pi}\nabla\phi\right].
\end{equation}
The sign follows because both the charge density and the potential energy carry a factor $-e$ for electrons. Outside body 1 write $\phi=e^{qz}-ge^{-qz}$, and inside write $\phi=te^{qz}$. Continuity of $\phi$ and of $\varepsilon\,\partial_z\phi$ at $z=0$ requires
\begin{equation}
1-g=t,\qquad 1+g=\varepsilon t .
\end{equation}
Eliminating $t$ gives $1+g=\varepsilon(1-g)$, hence $g=(\varepsilon-1)/(\varepsilon+1)$. This completes (\ref{main}).

\subsection{The wavevector integral}

Expand $\ln(1-x)=-\sum_{n\ge1}x^n/n$ and use $\int_0^\infty q\,e^{-2nqd}dq=1/(4n^2d^2)$:
\begin{align}
\int\frac{d^2q}{(2\pi)^2}\ln[1-g_1g_2e^{-2qd}]
&=-\frac{1}{2\pi}\sum_{n=1}^\infty\frac{(g_1g_2)^n}{n}\frac{1}{4n^2d^2}\nonumber\\
&=-\frac{1}{8\pi d^2}\mathrm{Li}_3(g_1g_2),
\end{align}
where $\mathrm{Li}_3(x)=\sum_{n\ge1}x^n/n^3$. Multiplication by $\hbar/2\pi$ and comparison with (\ref{def}) give $A/(12\pi)=(\hbar/16\pi^2)\int du\,\mathrm{Li}_3$, or
\begin{equation}
A=\frac{3\hbar}{4\pi}\int_0^\infty du\,\mathrm{Li}_3(g_1g_2).
\label{ham}
\end{equation}
The $n$th term describes $n$ round trips of the field between the surfaces. The $d^{-2}$ law arises because neither $g_1$ nor $g_2$ depends on $q$.

\section{Second derivation: zero-point energy of surface modes}

This route starts from the motion of the polarization. Let each body be an undamped medium with
\begin{equation}
\ddot{\mathbf P}_i+\omega_{0i}^2\mathbf P_i=\frac{\omega_{pi}^2}{4\pi}\mathbf E,
\qquad
\varepsilon_i(iu)=1+\frac{\omega_{pi}^2}{\omega_{0i}^2+u^2}.
\label{osc}
\end{equation}
The second equation follows from $\ddot{\mathbf P}=u^2\mathbf P$ at frequency $iu$ and $\varepsilon=1+4\pi P/E$. The case $\omega_0=0$ is a plasma.

The surface charges are $\sigma_1=P_{1z}(0^-)$ and $\sigma_2=-P_{2z}(d^+)$. A sheet $\sigma$ at height $z_0$ produces $\phi=(2\pi\sigma/q)e^{-q|z-z_0|}$. Just inside body 1, both sheets lie on the side of larger $z$, and $E_z=-\partial_z\phi$ gives
\begin{equation}
E_z(0^-)=-2\pi\sigma_1-2\pi\sigma_2e^{-qd}.
\end{equation}
By reflection, $-E_z(d^+)=-2\pi\sigma_2-2\pi\sigma_1e^{-qd}$. With $a_i=\omega_{pi}^2/2$ and $s_i=\omega_{0i}^2+a_i$, equation (\ref{osc}) becomes
\begin{equation}
\ddot\sigma_1+s_1\sigma_1=-a_1e^{-qd}\sigma_2,\qquad
\ddot\sigma_2+s_2\sigma_2=-a_2e^{-qd}\sigma_1 .
\end{equation}

Volume charges do not alter the frequencies of this pair. The divergence of (\ref{osc}), with $\nabla\cdot\mathbf E=4\pi\rho$ and $\rho=-\nabla\cdot\mathbf P$, gives $\ddot\rho+(\omega_0^2+\omega_p^2)\rho=0$. Volume charge can drive surface charge, but surface charge does not drive volume charge, so the coupled equations are triangular. Motions without any charge have $\mathbf E=0$ and frequency $\omega_0$. The frequencies of both these kinds are independent of $d$.

For $\sigma_i\propto e^{-i\omega t}$ the surface modes satisfy
\begin{equation}
(s_1-\omega^2)(s_2-\omega^2)-a_1a_2e^{-2qd}=0 .
\label{char}
\end{equation}
Both roots $\omega_\pm^2$ are positive for $q,d>0$, since $s_1s_2\ge a_1a_2>a_1a_2e^{-2qd}$. For equal bodies they are $\omega_0^2+\tfrac12\omega_p^2(1\pm e^{-qd})$.

Quantize each mode as a harmonic oscillator. A pair $\pm\mathbf q$ has one cosine and one sine wave, so there is one oscillator of each branch per $\mathbf q$. Subtracting the zero-point energy at infinite separation gives
\begin{equation}
\frac{E}{S}=\int\frac{d^2q}{(2\pi)^2}\frac{\hbar}{2}
\left(\omega_++\omega_- -\sqrt{s_1}-\sqrt{s_2}\right).
\label{zero}
\end{equation}

To compare this with the first route, use
\begin{equation}
\int_0^\infty du\,\ln\frac{u^2+a^2}{u^2+b^2}=\pi(a-b),\qquad a,b>0.
\end{equation}
Both sides vanish at $a=b$, and the derivative of the left side with respect to $a$ is $\int_0^\infty 2a\,du/(u^2+a^2)=\pi$. The bracket in (\ref{zero}), multiplied by $\hbar/2$, is therefore
\begin{align}
&\frac{\hbar}{2\pi}\int_0^\infty du\,
\ln\frac{(u^2+\omega_+^2)(u^2+\omega_-^2)}{(u^2+s_1)(u^2+s_2)}\nonumber\\
&\qquad=\frac{\hbar}{2\pi}\int_0^\infty du\,
\ln\left[1-\frac{a_1}{s_1+u^2}\frac{a_2}{s_2+u^2}e^{-2qd}\right].
\end{align}
The second line follows from (\ref{char}) evaluated at $\omega^2=-u^2$. Finally, (\ref{osc}) gives
\begin{equation}
\frac{\varepsilon_i-1}{\varepsilon_i+1}
=\frac{2a_i}{2(\omega_{0i}^2+u^2)+2a_i}=\frac{a_i}{s_i+u^2}.
\label{gosc}
\end{equation}
This is (\ref{main}) again, and the wavevector integral leads to the same $A$. In this model the RPA attraction is the lowering of the zero-point energy of the surface modes.

\section{The pairwise limit and the factor $12\pi$}

Suppose atoms attract by $-C_6/r^6$. One atom at height $s$ above body 1, of number density $n_1$, has energy
\begin{equation}
-n_1C_6\int_s^\infty d\zeta\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+\zeta^2)^3}
=-n_1C_6\int_s^\infty\frac{\pi}{2\zeta^4}d\zeta=-\frac{\pi n_1C_6}{6s^3}.
\end{equation}
Integrating over the atoms of body 2, $n_2\int_d^\infty ds$, gives $-\pi n_1n_2C_6/(12d^2)$. Definition (\ref{def}) thus makes the pairwise value $A=\pi^2n_1n_2C_6$.

The full result has this limit for dilute media. There $\varepsilon-1\simeq4\pi n\alpha$, so $g\simeq2\pi n\alpha\ll1$ and $\mathrm{Li}_3(x)\simeq x$. Equation (\ref{ham}) becomes
\begin{equation}
A\simeq3\pi\hbar n_1n_2\int_0^\infty\alpha_1\alpha_2\,du
=\pi^2n_1n_2C_6,\quad
C_6=\frac{3\hbar}{\pi}\int_0^\infty\alpha_1\alpha_2\,du .
\end{equation}
This is the coefficient for two isolated atoms. For point dipoles, (\ref{inter}) contains $\ln\det(1-\alpha_1T\alpha_2T)\simeq-\alpha_1\alpha_2\mathrm{Tr}\,T^2$. The dipole tensor $T$ has eigenvalues $2,-1,-1$ divided by $R^3$, so $\mathrm{Tr}\,T^2=6/R^6$, and the prefactor $\hbar/2\pi$ gives $-C_6/R^6$.

\section{A metal and an insulator}

Take round model parameters: a metal with $\omega_0=0$ and $\hbar\omega_p=10$ eV, and an insulator with $\hbar\omega_0=10$ eV and $\hbar\omega_p=20$ eV. The gap is 1 nm. At $\hbar u=10$ eV, $\varepsilon_1=1+100/100=2$ and $\varepsilon_2=1+400/200=3$. Hence $g_1=1/3$, $g_2=1/2$ and $\mathrm{Li}_3(1/6)=0.1703$.

For equal bodies, (\ref{gosc}) reads $g(iu)=g(0)\omega_s^2/(\omega_s^2+u^2)$ with $\omega_s^2=\omega_0^2+\omega_p^2/2$. The substitution $u=\omega_s\tan\theta$ gives $\int_0^\infty du\,g^2=g(0)^2\omega_s\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi\omega_sg(0)^2/4$. The first term of $A$ is therefore
\begin{equation}
A^{(1)}=\frac{3}{16}\hbar\omega_s\,g(0)^2 .
\end{equation}
For the metal, $\hbar\omega_s=7.07$ eV and $g(0)=1$, so $A^{(1)}=1.326$ eV. For the insulator, $\hbar\omega_s=17.32$ eV and $g(0)=2/3$, so $A^{(1)}=1.443$ eV. The higher frequency of the insulator slightly outweighs its weaker static response. The full values are

\begin{center}
\begin{tabular}{lccc}
Pair & $A$ (eV) & $E/S$ (mJ/m$^2$) & Stress (MPa)\\
metal--metal & 1.472 & $-6.26$ & $-12.5$\\
insulator--insulator & 1.500 & $-6.37$ & $-12.7$\\
metal--insulator & 1.331 & $-5.66$ & $-11.3$
\end{tabular}
\end{center}

For two metals, $A=2.36\times10^{-19}$ J. Division by $12\pi(10^{-9}\,\mathrm m)^2$ gives 6.26 mJ/m$^2$, and twice this divided by 1 nm gives 12.5 MPa.

In this example the mixed constant lies below both like-pair constants. The Cauchy--Schwarz inequality, applied to the integral over $u$ and the sum over $n$ with weights $1/n^3$, gives $A_{12}\le\sqrt{A_{11}A_{22}}$. Equality would need $g_1^n$ proportional to $g_2^n$ with one constant for all $n$, that is $g_1=g_2$, so the inequality is strict here. The right side is 1.486 eV, which exceeds the metal--metal value, so the bound alone does not place the mixed constant below both. The size of the deficit is set mainly by the different widths. With $\omega_i=\sqrt{s_i}$, partial fractions give $\int_0^\infty du\,g_1g_2=\pi a_1a_2/[2\omega_1\omega_2(\omega_1+\omega_2)]$, so the first term of $A_{12}$ is the geometric mean of the like-pair first terms times $2\sqrt{\omega_1\omega_2}/(\omega_1+\omega_2)=0.91$, while the like-pair first terms differ by 9\% and the full like-pair constants by only 2\%. For equal widths and unequal strengths this first term would lie between the like-pair ones.

Now replace $g$ by $(\varepsilon-1)/2$ for the insulator and keep one round trip. This equals a pair sum with polarizability per volume $(\varepsilon-1)/4\pi$, and it gives 7.50 eV instead of 1.50 eV. The replacement changes $a/(\omega_s^2+u^2)$ into $a/(\omega_0^2+u^2)$, with $a=\omega_p^2/2$. The integral of the square of $a/(\omega^2+u^2)$ is $\pi a^2/(4\omega^3)$, so the first term is enlarged by $(\omega_s/\omega_0)^3=3\sqrt3\simeq5.20$. The first term is 96.2\% of the full $A$, which brings the ratio to 5.00. For the metal the same replacement diverges as $\int du/u^4$ at small $u$. The error comes from omitting the field of the body's own surface charge. The size of the error depends on the polarizability given to the pair sum. The Clausius--Mossotti choice $4\pi n\alpha=3(\varepsilon-1)/(\varepsilon+2)$ replaces $g$ by $a/(\omega_0^2+\omega_p^2/3+u^2)$, and the same integral gives $A=2.10$ eV, an excess of 40\% rather than a factor of five.

An accompanying program tests the log-determinant with explicit response matrices for thick slabs, and tests the Hamaker constants against the coupled-mode energies.

\section{What each derivation assumes}

Both derivations assume zero temperature, planar surfaces, a local response and an instantaneous interaction. They differ in how they describe matter.

The first assumes the RPA for the electrons and non-overlapping bodies with unchanged $\chi_0$. It needs no sharp modes, so $\varepsilon(iu)$ may describe an absorbing medium. Within this derivation $\varepsilon$ is the RPA dielectric function; inserting a measured one is a further approximation. Locality enters late. With $g_i(q,iu)$ from (\ref{gdef}), the logarithmic formula still holds for bodies uniform along the surface, but $Ad^{-2}$ with constant $A$ no longer follows.

The second assumes a harmonic, undamped polarization with one resonance per body. It needs neither a coupling-strength integral nor a $\chi_0$, and it does not ask how the resonance arises from electrons. As given, it does not cover absorption. The two agree because the determinant that gives the RPA interaction energy equals the characteristic determinant of the coupled surface charges at $\omega^2=-u^2$, divided by its value at infinite separation.

The shared assumptions limit the range of $d$. The bodies are half-spaces, so a slab must be much thicker than the gap. For thickness $L$ the same boundary conditions at both faces replace $g$ by $g(1-e^{-2qL})/(1-g^2e^{-2qL})$, which depends on $q$. At $d=1$ nm, slabs with $L=1$ nm have only 0.79, 0.66 and 0.70 of the tabulated metal--metal, insulator--insulator and metal--insulator energies, and slabs with $L=5$ nm fall short by 3 to 4\%; for $d\gg L$ the energy decays faster than $d^{-2}$. The factor $e^{-2qd}$ selects $q$ of order $1/d$, so a local metal response requires $d$ to be large compared with a screening length of order $v_F/\omega_p$. For free electrons with the chosen $\omega_p$ this is 0.10 nm, a tenth of the gap. That is not negligible. Since $E\propto d^{-2}$, displacing the effective surface of each of two metals by $\delta$ changes the energy by a fraction of about $4\delta/d$, so a displacement of half this length already amounts to some 20\% at 1 nm. The same sensitivity holds for an insulator, whose surface position is defined only on the scale of its atomic spacing: a pair sum over atomic planes 0.2 nm apart, with 1 nm between the outermost planes, is 1.5 times the continuum value for $d=1$ nm, and agrees with the continuum to 2\% only if each surface is placed half a spacing outside its last plane. All entries of the table are values of the local continuum model. The local model diverges as $d\to0$, but it is no longer valid there. At large $d$, the travel time $2d/c$ must remain short compared with $1/\omega_s$. The lengths $c/\omega_s$ are 28 nm for the metal and 11 nm for the insulator, so $2d\omega_s/c$ is about 0.07 and 0.18 at 1 nm. These ratios are order-of-magnitude guides. The retarded Lifshitz formula with the same dielectric functions lowers the metal--metal, insulator--insulator and metal--insulator energies by about 1\%, 4\% and 2\% at 1 nm, enough to reverse the order of the two like pairs, and by about 9\%, 22\% and 14\% at 5 nm. The full electromagnetic interaction is needed once they are no longer small, which happens at gaps well below $c/\omega_s$.

\section*{Calculated quantities}
\begin{verbatim}
Metal: hbar w0 = 0.0 eV, hbar wp = 10.0 eV
Insulator: hbar w0 = 10.0 eV, hbar wp = 20.0 eV
Insulator static eps = 5.0000 (no unit)
Insulator static g = 0.666667 (no unit)
Gap d = 1.0 nm
metal: hbar ws = 7.07107 eV, c/ws = 27.91 nm
insulator: hbar ws = 17.32051 eV, c/ws = 11.39 nm
Metal, free electrons: vF/wp = 0.0983 nm
Sample frequency hbar u = 10.0 eV
  eps metal, insulator = 2.00000, 3.00000 (no unit)
  g metal, insulator = 0.333333, 0.500000 (no unit)
  g1 g2 = 0.166667, Li3(g1 g2) = 0.170324 (no unit)
Matrix tests, metal-insulator (dimensionless results):
  hbar u = 5.0 eV, q d = 0.5
    metal g: matrix 0.666676, formula 0.666667
    log-det: matrix -0.163613, formula -0.163608
  hbar u = 15.0 eV, q d = 0.3
    metal g: matrix 0.181825, formula 0.181818
    log-det: matrix -0.038757, formula -0.038754
metal-metal: A = 1.472229 eV = 2.3588e-19 J
  A from coupled modes = 1.472229 eV
  E/S = -6.2568 mJ/m^2, stress = -12.5137 MPa
insulator-insulator: A = 1.499740 eV = 2.4028e-19 J
  A from coupled modes = 1.499740 eV
  E/S = -6.3738 mJ/m^2, stress = -12.7475 MPa
metal-insulator: A = 1.331433 eV = 2.1332e-19 J
  A from coupled modes = 1.331433 eV
  E/S = -5.6585 mJ/m^2, stress = -11.3169 MPa
metal-metal series: first term 1.325825 eV, second 0.103580 eV
  first term / full A = 0.90056 (no unit)
insulator-insulator series: first term 1.443376 eV, second 0.050117 eV
  first term / full A = 0.96242 (no unit)
Geometric mean of the two like-pair A = 1.485921 eV
Insulator A with g -> (eps-1)/2, first power = 7.50000 eV
  ratio to full A = 5.0009 (no unit)
Dilute test: n alpha0 = 1.0e-04 (no unit)
  oscillator hbar w0 = 10.0 eV, C6/alpha0^2 = 7.50070 eV
  Lifshitz A / pairwise A = 0.998965 (no unit)
\end{verbatim}
